\section*{The f-Number That Matches Diffraction Cutoff to Pixel Nyquist Frequency}

\section{The problem}

An image sensor has square pixels on a square grid of pitch $p=1.1\ \mu\mathrm{m}$. A lens in air images a distant scene onto it in incoherent light of wavelength $\lambda=550\ \mathrm{nm}$. At what f-number does the diffraction cutoff of the lens equal the Nyquist frequency of the pixel grid?

The f-number is $N=F/D$, with $F$ the focal length and $D$ the diameter of the entrance pupil. The lens is free of aberrations, its pupil is circular and evenly filled, and the image point lies on the axis. The lens also obeys the sine condition: a ray entering at height $D/2$ reaches the image at an angle $\theta$ to the axis with
\begin{equation}
\sin\theta=\frac{D/2}{F}=\frac{1}{2N}.
\label{eq:sine}
\end{equation}
Light is treated as a scalar wave, and every pixel records the same colour. Spatial frequencies are in cycles per length, measured in the image plane.

\section{A tempting solution}

Fine detail is carried by steep rays, and the steepest ray has $\sin\theta=1/(2N)$. Let the wave from the pupil edge interfere with the wave along the axis. Across the image plane their phase difference grows as $2\pi x\sin\theta/\lambda$, so the fringes have frequency
\begin{equation}
\frac{\sin\theta}{\lambda}=\frac{1}{2\lambda N}.
\label{eq:wrongcut}
\end{equation}
Taking this as the cutoff and setting it equal to the Nyquist frequency $1/(2p)$ gives
\begin{equation}
\frac{1}{2\lambda N}=\frac{1}{2p}
\quad\Longrightarrow\quad
N=\frac{p}{\lambda}=\frac{1.1}{0.55}=2 .
\end{equation}
The answer would be f/2.

\section{Where it fails}

The Nyquist frequency is right, and so is the fringe frequency of the two chosen waves. The fault is the choice of waves. The axial wave is not the partner that gives the finest fringes with an edge wave. The opposite edge of the pupil sends a wave with direction sine $-\sin\theta$, and these two waves produce fringes of frequency
\begin{equation}
\frac{\sin\theta-(-\sin\theta)}{\lambda}=\frac{2\sin\theta}{\lambda}=\frac{1}{\lambda N},
\label{eq:edges}
\end{equation}
twice the value in \eqref{eq:wrongcut}.

The smaller frequency does have a meaning: it is the largest transverse frequency present in the \emph{amplitude} of the image wave. A sensor responds to intensity, the squared modulus of that amplitude. Squaring forms differences between the frequencies of the amplitude, and these reach twice as far. It remains to show that an incoherent image really contains detail up to \eqref{eq:edges}, and none beyond.

\section{The right solution}

\subsection{The image of one point}

Label each wave that converges on the image by its transverse frequency $\boldsymbol\nu$, the vector of its two direction sines divided by $\lambda$. By \eqref{eq:sine} these vectors fill a disc of radius
\begin{equation}
\rho=\frac{\sin\theta}{\lambda}=\frac{1}{2\lambda N}.
\end{equation}
All the waves are in phase at the image point $\mathbf x=0$. We also take them to be equally strong over the disc. For an evenly filled entrance pupil this is a small-angle approximation: it leaves the cutoff unchanged and alters the contrast at the Nyquist frequency by only about 0.001 even at f/1.8. Apart from a constant factor, the amplitude is
\begin{equation}
U(\mathbf x)=\int_{|\boldsymbol\nu|\le\rho}e^{2\pi i\boldsymbol\nu\cdot\mathbf x}\,d^2\nu ,
\end{equation}
and the intensity is
\begin{equation}
h(\mathbf x)=|U(\mathbf x)|^2=\iint e^{2\pi i(\boldsymbol\nu-\boldsymbol\nu')\cdot\mathbf x}\,d^2\nu\,d^2\nu' ,
\end{equation}
with both vectors inside the disc. Put $\mathbf f=\boldsymbol\nu-\boldsymbol\nu'$ and collect all pairs with the same difference:
\begin{equation}
h(\mathbf x)=\int A(\mathbf f)\,e^{2\pi i\mathbf f\cdot\mathbf x}\,d^2f .
\label{eq:hA}
\end{equation}
Here $A(\mathbf f)$ is the area of the region where both $\boldsymbol\nu$ and $\boldsymbol\nu-\mathbf f$ lie in the disc. It is the overlap of two discs of radius $\rho$ whose centres are a distance $f=|\mathbf f|$ apart.

\subsection{The image of a striped object}

In incoherent light, different object points have no fixed phase relation. Their interference terms average to zero and their intensities add. Take an object of stripes, with coordinates scaled to the image plane,
\begin{equation}
O(\mathbf x)=O_0\left[1+m\cos(2\pi\mathbf f\cdot\mathbf x)\right].
\end{equation}
Its image is the sum of shifted point images:
\begin{align}
I(\mathbf x)&=\int O(\mathbf x-\mathbf u)\,h(\mathbf u)\,d^2u\\
&=O_0\left[\int h(\mathbf u)\,d^2u
+m\,\mathrm{Re}\left(e^{2\pi i\mathbf f\cdot\mathbf x}\int h(\mathbf u)e^{-2\pi i\mathbf f\cdot\mathbf u}\,d^2u\right)\right]\\
&=O_0\left[A(0)+m\,A(\mathbf f)\cos(2\pi\mathbf f\cdot\mathbf x)\right].
\end{align}
The last line inverts the Fourier integral \eqref{eq:hA} and uses the fact that $A$ is real. The stripes keep their frequency, while their contrast $m$ is multiplied by $M=A(\mathbf f)/A(0)$.

To find the overlap area, draw the common chord of the two circles. It lies at distance $d=f/2$ from each centre and halves the overlap into two circular segments. Each segment is a sector of half-angle $\arccos(d/\rho)$ minus a triangle of height $d$ and half-base $\sqrt{\rho^2-d^2}$:
\begin{equation}
A=2\left[\rho^2\arccos\frac d\rho-d\sqrt{\rho^2-d^2}\right].
\end{equation}
Define $s=d/\rho=f/(2\rho)=f\lambda N$. Since $A(0)=\pi\rho^2$,
\begin{equation}
M(s)=\frac2\pi\left[\arccos s-s\sqrt{1-s^2}\right],\qquad 0\le s\le1 ,
\label{eq:mtf}
\end{equation}
and $M=0$ for $s\ge1$, where the discs no longer overlap. The cutoff is at $s=1$:
\begin{equation}
f_c=\frac{1}{\lambda N}.
\label{eq:cut}
\end{equation}

\subsection{The Nyquist frequency}

Pixel centres along a row lie at $x_j=jp$, with $j$ an integer. A stripe pattern of frequency $1/p-f$ gives the samples
\begin{equation}
\cos\left[2\pi\left(\frac1p-f\right)jp+\varphi\right]
=\cos\left(2\pi j-2\pi fjp+\varphi\right)
=\cos\left(2\pi fjp-\varphi\right).
\label{eq:alias}
\end{equation}
These are also the samples of a pattern of frequency $f$, so the sensor cannot tell the two apart. The frequencies $f$ and $1/p-f$ lie on either side of their midpoint,
\begin{equation}
f_{\mathrm{Ny}}=\frac{1}{2p},
\end{equation}
and detail above it is recorded as false, coarser detail. This is aliasing.

A pixel averages the light over its width. If it is sensitive over the full pitch, it multiplies the contrast by
\begin{equation}
\frac1p\int_{-p/2}^{p/2}\cos(2\pi fx)\,dx=\frac{\sin(\pi fp)}{\pi fp},
\label{eq:pixel}
\end{equation}
which is $2/\pi=0.637$ at $f=1/(2p)$. The averaging weakens the signal there, but moves neither the Nyquist frequency nor the optical cutoff.

\subsection{The match}

Setting $f_c=f_{\mathrm{Ny}}$ gives
\begin{equation}
\frac{1}{\lambda N}=\frac{1}{2p}
\quad\Longrightarrow\quad
N=\frac{2p}{\lambda}=\frac{2\times1.1\ \mu\mathrm m}{0.55\ \mu\mathrm m}=4 .
\label{eq:answer}
\end{equation}
The required aperture is f/4. Both frequencies are then
\begin{equation}
\frac{1}{2\times1.1\ \mu\mathrm m}=0.4545\ \mu\mathrm m^{-1}=454.5\ \text{cycles/mm}.
\end{equation}

At the f/2 of the tempting solution, the Nyquist frequency lies at $s=(1/2p)\lambda N=0.5$. Equation \eqref{eq:mtf} gives $M(0.5)=0.391$ there. Far from having reached its cutoff, that lens still passes 39\% of the object's contrast.

\section{Reading the result}

\subsection{How the contrast vanishes}

At fixed pitch and wavelength, the Nyquist frequency sits at $s=\lambda N/(2p)=N/4$. To see how contrast disappears as $N$ approaches 4, write $s=\cos\alpha$ with small $\alpha$:
\begin{equation}
M=\frac2\pi\left(\alpha-\tfrac12\sin2\alpha\right)
\approx\frac2\pi\cdot\frac{2\alpha^3}{3}
=\frac{4\alpha^3}{3\pi},
\qquad 1-s\approx\frac{\alpha^2}{2}.
\end{equation}
The contrast therefore falls as $(1-s)^{3/2}$ and meets zero without a jump. A contrast of $10^{-4}$ requires $\alpha^3=3\pi\times10^{-4}/4$, hence $\alpha=0.062$ and $1-s=0.0019$. The f-number is then $4(1-0.0019)=3.992$.

This can be compared with a calculation that does not use \eqref{eq:mtf}. The integral for $U$ over a disc gives the Airy intensity, proportional to $[2J_1(z)/z]^2$ with $z=\pi r/(\lambda N)$, where $J_1$ is a Bessel function and $r$ the distance from the image point. Transforming this intensity numerically, and searching for the f-number at which the contrast at 454.5 cycles/mm has dropped to $10^{-4}$, also gives 3.992.

The first positive zero of $J_1$ is at $z=3.832$, so the first dark ring at f/4 has radius $r=(3.832/\pi)\lambda N=2.683\ \mu\mathrm m$, or 2.44 pixels. Matching the two frequencies thus does not mean matching the Airy disc to one pixel. The central spot spreads over several.

\subsection{What f/4 does and does not promise}

For $N>4$ the optical image ends below the Nyquist frequency. For $N<4$ it extends above, and detail there can alias. At $N=4$ the Nyquist frequency itself arrives with zero contrast. In this model f/4 is the widest aperture that excludes aliasing at 550 nm, which is a different thing from the aperture of greatest sharpness: opening an aberration-free lens raises $M$ at every frequency between zero and its new cutoff, because $s=f\lambda N$ falls and $M$ decreases with $s$.

The limit of small $s$ shows the cost of diffraction well below cutoff. There $\arccos s\approx\pi/2-s$ and $s\sqrt{1-s^2}\approx s$, so
\begin{equation}
M\approx1-\frac{4s}{\pi}.
\end{equation}
The loss is linear in frequency from the start. At half the Nyquist frequency an f/4 lens has already fallen to $M(0.5)=0.391$.

\subsection{Other colours}

The matching f-number varies as $1/\lambda$. It is 4.89 at 450 nm and 3.38 at 650 nm. A lens held at f/4 has its cutoff at 555.6 cycles/mm in the blue light, so detail between 454.5 and 555.6 cycles/mm can alias. In the red light the cutoff is 384.6 cycles/mm, and none does.

\subsection{Colour mosaics}

A colour sensor can be made by placing one filter on each pixel: green on the sites of one colour of a chessboard, with the remaining sites red in one row and blue in the next, alternately. Each colour is then sampled more coarsely than the full grid.

Let $\mathbf G$ be a vector for which $\mathbf G\cdot\mathbf x$ is an integer at every sampling site, once the origin is placed on a site. The step in \eqref{eq:alias} then shows that $\mathbf f$ and $\mathbf G-\mathbf f$ give the same samples. An image whose frequencies fill a disc of radius $R$ escapes aliasing if no such pair fits inside the disc. Since $|\mathbf f|+|\mathbf G-\mathbf f|\ge|\mathbf G|$, it suffices that $R$ be no larger than half the shortest nonzero $|\mathbf G|$, given that the contrast at the rim is zero.

\begin{itemize}
\item For the full grid the shortest $\mathbf G$ has length $1/p$. The limit is $R=1/(2p)$, so f/4 serves for stripes in every direction, not just along rows.
\item The green sites are generated by the steps $(p,p)$ and $(p,-p)$. The shortest vectors are $(1,\pm1)/(2p)$ and their negatives, of length $1/(\sqrt2\,p)$. Hence $R=1/(2\sqrt2\,p)=321.4$ cycles/mm, and at 550 nm the f-number is $2\sqrt2\,p/\lambda=5.66$.
\item Red sites, and likewise blue sites, form a square grid of pitch $2p$. Hence $R=1/(4p)=227.3$ cycles/mm and $N=4p/\lambda$, twice the full-grid value at the same wavelength. This is 6.77 at 650 nm and 9.78 at 450 nm.
\end{itemize}

\subsection{Away from the axis}

Towards the edge of the picture, light can reach the sensor obliquely. Suppose the exit pupil is a flat disc normal to the axis, and the ray from its centre arrives at angle $\beta$. A ray in the plane of tilt whose angle has tangent $t$ has direction sine $t/\sqrt{1+t^2}$, and
\begin{equation}
\frac{d}{dt}\frac{t}{\sqrt{1+t^2}}=\frac{1}{(1+t^2)^{3/2}}=\cos^3\beta
\quad\text{at } t=\tan\beta .
\end{equation}
The pupil spans a fixed range of $t$, so for a narrow pupil the range of direction sines, and with it the cutoff for stripes that vary along the tilt, shrinks by $\cos^3\beta$. At $\beta=30^\circ$ this factor is 0.650. Using the two edge rays of the f/4 pupil, without the narrow-pupil approximation, gives 0.656. For this flat exit pupil the factor grows slightly as the pupil widens, so the matching f-number is not simply $4\times0.656$. Solving for the pupil whose two edge rays produce fringes exactly at the Nyquist frequency moves the match, for such stripes, to f/2.65. Across the tilt, a narrow pupil's range of direction sines shrinks only by $1/\sqrt{1+t^2}=\cos\beta=0.866$, which puts the match for stripes that vary across the tilt near f/3.5; this larger f-number is the one needed to exclude aliasing in both directions. A real lens may shift or reshape its pupil with field angle, so these are estimates of size: the bare $\cos^3\beta$ factor would give f/2.60 in place of f/2.65.

\subsection{Focus}

For an object at finite distance $a$, the thin-lens equation $1/F=1/a+1/b$ gives the image distance $b=F(1+b/a)=F(1+m_0)$, with $m_0=b/a$ the magnification. The cone of light narrows, and for small angles and equal entrance and exit pupils the working f-number is $N(1+m_0)$. With $F=4$ mm and $a=300$ mm, $m_0=4/296=0.0135$, so a lens marked f/4 works at f/4.054.

A focus error gives each wave an extra phase. The overlap integral then adds complex numbers of unit modulus in place of ones. Its modulus cannot exceed the overlap area, and it is still zero where the discs do not overlap. Defocus can thus lower the contrast but cannot raise the cutoff. For an error of $10\ \mu\mathrm m$ at f/4, the path difference between edge and centre is $10\ \mu\mathrm m\times(1-\cos\theta)=0.078\ \mu\mathrm m$, or 0.143 wavelengths. The computed contrast at half the Nyquist frequency drops from 0.391 to 0.355.

\section{Beside a real camera}

For comparison, put a lens of f/1.8, a rough value for a phone camera, in front of the same $1.1\ \mu\mathrm m$ pixels. This is a much wider aperture than f/4. If the lens is ideal, its 550 nm cutoff is 1010 cycles/mm, more than twice the Nyquist frequency. At Nyquist $s=1.8/4=0.45$ and $M=0.447$; with the pixel factor, $0.447\times0.637=0.285$ of the object's contrast remains. These are scalar values: carrying the polarisation of unpolarised light through the lens and detecting $|\mathbf E|^2$ lowers 0.447 to about 0.439 at this aperture. In this model the pixel grid, not diffraction, then sets the highest frequency recorded without aliasing. Diffraction still costs more contrast than pixel averaging does: 0.447 against 0.637 at the Nyquist frequency. Aberrations of a real lens reduce the contrast further, by an amount not computed here.

A colour camera breaks the assumption that every pixel records the same colour. With the wavelength held fixed, the mosaic described above doubles the matching f-number for the red and blue sites: from 3.38 to 6.77 at 650 nm, and from 4.89 to 9.78 at 450 nm. For the green sites at 550 nm it raises 4 to 5.66, a factor of 1.41. The $30^\circ$ tilt acts the other way, lowering 4 to about 2.65, a factor of 1.51, for stripes that vary along the tilt, but only to about 3.5 for stripes that vary across it. The result $N=2p/\lambda$ therefore applies as it stands to a monochrome sensor, in narrow-band light, near the axis, with the lens focused on a distant scene. The main computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
pixel pitch: 1.10 um
wavelength: 550 nm
Nyquist frequency: 454.5 cycles/mm
matching f-number 2p/lambda: 4.000 (no unit)
diffraction cutoff there: 454.5 cycles/mm
sine of edge-ray angle: 0.1250 (no unit)
contrast threshold in numerical search: 1e-04 (no unit)
f-number from numerical search: 3.992 (no unit)
turning frequency of pixel row: 454.5 cycles/mm
Airy radius to first zero: 2.683 um
Airy radius in pixels: 2.44 pixels
pixel-averaging contrast at Nyquist: 0.637 (no unit)
optical contrast at half Nyquist: 0.391 (no unit)
rough phone lens f-number: 1.8 (no unit)
phone lens cutoff: 1010 cycles/mm
phone lens optical contrast at Nyquist: 0.447 (no unit)
phone contrast with pixel: 0.285 (no unit)
matching f-number at 450 nm: 4.89 (no unit)
cutoff at f/4 and 450 nm: 555.6 cycles/mm
matching f-number at 650 nm: 3.38 (no unit)
cutoff at f/4 and 650 nm: 384.6 cycles/mm
green-site alias-free radius: 321.4 cycles/mm
green-site f-number, 550 nm: 5.66 (no unit)
red/blue-site alias-free radius: 227.3 cycles/mm
red-site f-number, 650 nm: 6.77 (no unit)
blue-site f-number, 450 nm: 9.78 (no unit)
chief-ray angle: 30 degrees
tangential cutoff / axial cutoff: 0.656 (no unit)
cosine cubed of that angle: 0.650 (no unit)
matching f-number at that angle: 2.65 (no unit)
close-focus focal length: 4.0 mm
close-focus object distance: 300 mm
close-focus magnification: 0.0135 (no unit)
working f-number of f/4 lens: 4.054 (no unit)
defocus: 10 um
edge path error: 0.143 wavelengths
gridded contrast at half Nyquist, sharp: 0.391 (no unit)
gridded contrast, defocused: 0.355 (no unit)
\end{verbatim}
